# Why quasi-Fermi levels stay nearly flat across a forward-biased junction

**Question.** A forward-biased p-n junction carries a current, and a current needs a gradient of a quasi-Fermi level. The electron density also falls by many orders of magnitude from the n side to the p side of the depletion region. Why, then, do the electron and hole quasi-Fermi levels change so little across that region, and how large is the change?

**Answer.**

## The gradient that drives the current

Let $x$ run from the p side to the n side, and let $\psi$ be the electrostatic potential in units of $kT/q$, measured from the neutral p side. It rises towards the n side. Energies are measured from the Fermi level at the p contact. For non-degenerate electrons the quasi-Fermi level $E_{Fn}$ is defined by

$$n=n_{p0}\,e^{\eta+\psi},\qquad \eta=\frac{E_{Fn}}{kT},\qquad n_{p0}=\frac{n_i^2}{N_A}.$$

The electric field is $-(kT/q)\,\psi'$, and the Einstein relation is $qD_n=\mu_n kT$. Drift plus diffusion therefore gives

$$J_n=-qD_n n\psi'+qD_n n' .$$

Differentiating the definition of $n$ gives $n'=n(\eta'+\psi')$. The terms in $\psi'$ cancel, leaving

$$J_n=qD_n n\,\eta'=\mu_n n\frac{dE_{Fn}}{dx}.$$

Dividing by $\mu_n n$ and integrating between the edges $a$ (p side) and $b$ (n side),

$$\Delta E_{Fn}=E_{Fn}(b)-E_{Fn}(a)=\int_a^b\frac{J_n(x)}{\mu_n n(x)}\,dx .$$

A small current is not enough to make this small, because $n$ is also small near $a$. What counts is the ratio $J_n/n$ there, and the distance over which $n$ stays small.

The edges need a definition, since the majority density has no sharp boundary. I place $a$ where the hole density has fallen to $N_Ae^{-\delta}$, and $b$ where the electron density has fallen to $N_De^{-\delta}$, with $\delta=0.05$. In low injection the hole density on the p side is $N_Ae^{-\psi}$, so $\psi(a)=\delta$. This neglects the change of the hole level on the p side, because nearly all of the hole drop lies on the n side, where holes are scarce.

## Current and edge density grow together

The electrons that cross $a$ must diffuse through the neutral p side. In low injection their excess density $\Delta n$ obeys $\Delta n''=\Delta n/L_n^2$, with $L_n=\sqrt{D_n\tau_n}$. An ohmic contact at distance $w_p$ from $a$ holds $\Delta n=0$. With $y$ the distance from that contact, the solution is

$$\Delta n=\Delta n_0\frac{\sinh(y/L_n)}{\sinh(w_p/L_n)} .$$

Its slope at $y=w_p$ gives the current,

$$J_n(a)=\frac{qD_n\Delta n_0}{\Lambda_n},\qquad \Lambda_n=L_n\tanh\frac{w_p}{L_n}.$$

The slight band bending to the left of $a$ has been ignored here. It decays over a Debye length $\lambda_p$, so it alters the diffusion resistance by a fraction of about $\delta\lambda_p/\Lambda_n$, which is $3\times10^{-4}$ in the example below.

The neutral-side excess is $\Delta n_0=n_{p0}(e^{\eta_a}-1)$, where $\eta_a$ is $\eta$ at $a$. The density at $a$ itself is $n(a)=n_{p0}e^{\eta_a+\delta}$. Hence

$$\frac{J_n(a)}{qD_n n(a)}=\frac{e^{-\delta}}{\Lambda_n}\left(1-e^{-\eta_a}\right)\le\frac{e^{-\delta}}{\Lambda_n}.$$

This is the centre of the explanation. Forward bias multiplies the injected current by a large factor, but it multiplies the density that carries the current by nearly the same factor. Their ratio is set by the length $\Lambda_n$.

## The poorly conducting layer is thin

Take forward injection to mean $J_n(a)>0$ and $np\ge n_i^2$ throughout the region, so that the net recombination rate $R$ is not negative. Steady continuity is $dJ_n/dx=qR$, so

$$J_n(x)=J_n(a)+q\int_a^xR\,dx'.$$

Thus $J_n>0$ and $\eta$ rises from $a$ to $b$. It follows that $n(x)\ge n(a)e^{\psi(x)-\delta}$. For the part of the drop due to $J_n(a)$,

$$\frac{\Delta E_{\rm inj}}{kT}=\frac{J_n(a)}{qD_n n(a)}\int_a^b\frac{n(a)}{n(x)}dx
\le\frac{e^{-\delta}}{\Lambda_n}\int_a^b e^{-(\psi-\delta)}dx=\frac1{\Lambda_n}\int_a^b e^{-\psi}dx .$$

The last integral needs the shape of the potential. On the p side the charge density is $-qN_A(1-e^{-\psi})$ when the electron charge is negligible, and Poisson's equation reads

$$\lambda_p^2\psi''=1-e^{-\psi},\qquad \lambda_p=\sqrt{\frac{\varepsilon kT}{q^2N_A}} .$$

Multiply by $2\psi'$ and integrate from the neutral side, where $\psi=\psi'=0$:

$$\lambda_p^2\psi'^2=2(\psi+e^{-\psi}-1).$$

Changing variable from $x$ to $u=\psi$ gives

$$\int_a^b e^{-\psi}dx\simeq\lambda_pI,\qquad
I=\int_\delta^\infty\frac{e^{-u}\,du}{\sqrt{2(u+e^{-u}-1)}} .$$

The sign $\simeq$ marks an approximation. Beyond the doping step the field no longer follows this law, but $e^{-\psi}$ is already small there if several $kT$ of the barrier lie on the p side. This fails in a one-sided junction whose p side is much more heavily doped than its n side. Most of the barrier then lies on the n side, $\psi$ is only about 1 at the step, and the integral can exceed $\lambda_pI$.

A simple bound on $I$ follows from

$$u+e^{-u}-1\ge\frac{u^2}{2+u}.$$

To prove it, multiply by $2+u$ and subtract $u^2$. The claim becomes $g(u)=u-2+(2+u)e^{-u}\ge0$. This holds because $g(0)=0$ and $g'(u)=1-(1+u)e^{-u}\ge0$ for $u\ge0$. The square root in $I$ is then at least $u/\sqrt{1+u/2}$. Since $\sqrt{1+u/2}\le1+u/4$,

$$I\le\int_\delta^\infty e^{-u}\left(\frac1u+\frac14\right)du=E_1(\delta)+\frac{e^{-\delta}}4,$$

where $E_1(\delta)=\int_\delta^\infty e^{-u}du/u$. The high-resistance layer is thus a few Debye lengths thick, and the rest of the depletion width hardly matters.

For small $\delta$ the integral grows as $\ln(1/\delta)$. Moving the edge further into the neutral side therefore changes the quoted drop, but slowly.

## Recombination adds current where electrons are plentiful

For Shockley-Read-Hall recombination,

$$R=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}\le\frac{np}{\tau_np}=\frac n{\tau_n},$$

where $n_1$ and $p_1$ are the positive trap constants. The part of the drop due to recombination current is

$$\frac{\Delta E_{\rm rec}}{kT}=\int_a^b\frac{dx}{D_nn(x)}\int_a^xR(x')dx'
\le\frac1{D_n\tau_n}\int_a^bdx\int_a^x\frac{n(x')}{n(x)}dx'.$$

Both $\eta$ and $\psi$ rise with $x$, so $n(x')\le n(x)$ for $x'\le x$. The double integral is at most $W^2/2$, with $W=b-a$. Adding the two parts,

$$0\le\Delta E_{Fn}\le kT\left[\frac{\lambda_p}{\Lambda_n}\left(E_1(\delta)+\frac{e^{-\delta}}4\right)+\frac{W^2}{2L_n^2}\right].$$

The upper bound holds within the approximations stated above: low injection, constant mobility and a band bending of several $kT$ on the p side. It is therefore not guaranteed for electrons entering the heavily doped side of a one-sided junction. Bias enters it weakly, through $W$ and $w_p$. The hole result follows by exchanging the two sides: $\lambda_n$ contains $N_D$, and $\Lambda_p$ and $L_p$ belong to holes on the n side.

## Forward and reverse bias in one formula

If recombination inside the junction is left out, $J_n$ is constant there and the drop can be found without a bound. Since $n\eta'=n_{p0}e^\psi\,(e^\eta)'$,

$$e^{\eta_b}-e^{\eta_a}=\frac{J_n}{qD_nn_{p0}}\int_a^b e^{-\psi}dx .$$

Majority electrons on the n side have $\eta_b\simeq v=qV/kT$ when ohmic drops are negligible. Insert $J_n=qD_nn_{p0}(e^{\eta_a}-1)/\Lambda_n$ and define $s=\lambda_pI/\Lambda_n$:

$$e^v-e^{\eta_a}=s(e^{\eta_a}-1)\quad\Rightarrow\quad e^{\eta_a}=\frac{e^v+s}{1+s}.$$

The drop is $kT(v-\eta_a)$, or

$$\Delta E_{Fn}=kT\ln\frac{1+s}{1+s\,e^{-v}} .$$

At zero bias it vanishes. For $v\gg1$ it saturates at $kT\ln(1+s)$, which is close to $kTs$ for small $s$. Flatness therefore requires $\lambda_pI\ll\Lambda_n$. In this formula a contact close enough to make the two lengths equal gives a drop of $kT\ln2$. For the example below that distance is only about 24 nm, where drift-diffusion theory and the ideal ohmic contact are rough approximations.

In strong reverse bias, where $s\,e^{|v|}\gg1$,

$$\Delta E_{Fn}\simeq-q|V|+kT\ln\frac{1+s}{s}.$$

The change of $E_{Fn}$ across the junction then follows the applied voltage, less a fixed part $kT\ln[(1+s)/s]$, which is about 0.11 eV in the example below. When $q|V|$ is much larger than this part, almost the whole applied voltage appears across the junction. A flat level would require an edge density of order $n_{p0}e^{-|v|}$, whereas diffusion from the p side keeps it near $s\,n_{p0}$. The level therefore stays nearly flat in forward bias, and in reverse bias only while $s\,e^{|v|}\ll1$.

## A silicon junction in numbers

Take silicon at 300 K with $N_A=2\times10^{17}$ and $N_D=5\times10^{17}\ \mathrm{cm^{-3}}$, and 2 μm of material on each side. The mobilities are 500 (electrons) and 200 cm²/Vs (holes), and both lifetimes are 10 ns. With $kT=25.85$ meV,

$$D_n=500\times0.02585=12.93\ \mathrm{cm^2/s},\qquad L_n=\sqrt{12.93\times10^{-8}}\ \mathrm{cm}=3.60\ \mathrm{\mu m}.$$

At 0.6 V the other lengths are $\lambda_p=9.14$ nm, $\Lambda_n=1.774$ μm and $W=85.2$ nm, and $I=2.625$. Then

$$s=\frac{9.14\times2.625}{1774}=0.0135,\qquad \Delta E_{Fn}=25.85\ln(1.0135)=0.347\ \mathrm{meV}.$$

For the upper bound, $E_1(\delta)+e^{-\delta}/4=2.706$, so

$$25.85\left[\frac{9.14\times2.706}{1774}+\frac12\left(\frac{85.2}{3595}\right)^2\right]=0.368\ \mathrm{meV}.$$

The drop is about $5.6\times10^{-23}$ J, or 1.3 % of $kT$.

These values were tested against a numerical solution of Poisson's equation and both continuity equations, which does not assume flat levels:

| $V$ (V) | $J$ (A/cm²) | electron drop (meV) | hole drop (meV) |
|---|---|---|---|
| 0.2 | $2.25\times10^{-6}$ | 0.352 | 0.247 |
| 0.4 | $1.69\times10^{-4}$ | 0.350 | 0.247 |
| 0.6 | $9.12\times10^{-2}$ | 0.349 | 0.247 |
| 0.7 | 3.99 | 0.344 | 0.248 |

The current grows by a factor of nearly two million, while the electron drop changes by about 2 %. All eight drops lie below their bounds and within 5 % of the logarithmic formula. At 0.6 V, 99.99 % of the electron drop lies on the p side of the doping step, where electrons are scarce.

The same solution shows how drift and diffusion balance. At 0.6 V the largest electron drift current in the region is $8\times10^6$ times the net electron current at $a$. The balance is much less complete at the edge itself. There the ratio of net to drift current is about $\lambda_p/(\Lambda_n\delta)\simeq0.1$.

The 0.2 V case shows why the local current must stay inside the integral. Recombination makes the electron current at $b$ 169 times that at $a$, yet it contributes only 0.0011 meV to the drop, against its bound of 0.013 meV. Taking the largest current outside the integral would give a bound of 60 meV, which is true but useless.

At $-1$ V the solved electron level falls by 0.889 eV from $a$ to $b$, and the formula agrees to within 1 meV.

## Where the forward-bias picture ends

Majority carriers also need a gradient in the neutral regions. Their density stays near the doping, so nothing cancels the growth of the current. At 0.6 V the two neutral-region drops sum to 0.00125 meV, far below the junction drops. At 0.8 V the current is 171 A/cm² and they sum to 1.9 meV, more than the two junction drops together.

At 0.8 V the solved electron drop across the junction is 0.249 meV, lower than before. The edge definition accounts for most of this. Injected electrons reach about 6 % of $N_A$ and raise the neutral hole density by a similar fraction. The plane where $p=N_Ae^{-\delta}$ then lies at a band bending near 0.11 instead of 0.05. Since the integrand of $I$ is about $1/u$ at small $u$, $I$ falls by roughly $\ln(0.11/0.05)\simeq0.8$, or 30 %.

Of the neglected junction effects estimated here, the finite carrier velocity changes the drop most. Suppose the mobility falls with the full local field, so that $1/\mu_n$ becomes $1/\mu_n+|E|/v_{\rm sat}$. With $|E|=kT\psi'/q$, the added drop is

$$kT\int_a^b\frac{J_n\psi'}{q\,v_{\rm sat}\,n}dx\simeq kT\,\frac{J_n(a)}{q\,v_{\rm sat}\,n(a)}\int_\delta^\infty e^{-(u-\delta)}du\simeq kT\,\frac{D_ne^{-\delta}}{v_{\rm sat}\Lambda_n}.$$

For a rough $v_{\rm sat}=10^7$ cm/s this is 0.18 meV. The total of about 0.53 meV exceeds the constant-mobility bound, though it is still only 2 % of $kT$. It is likely an overestimate, because carriers whose drift and diffusion nearly balance are not heated as the full field would suggest. However, $D_n/v_{\rm sat}\simeq13$ nm is comparable with $\lambda_p$, so drift-diffusion theory is itself approximate in this thin layer.

The numbers do not carry over to every silicon diode. A diode with an undoped layer between the doped sides needs a different potential profile. A heavily doped contact may partly reflect minority carriers. For a perfectly reflecting contact the $\sinh$ solution becomes a $\cosh$, and $\Lambda_n$ becomes $L_n\coth(w_p/L_n)\simeq7.3$ μm. The drop then falls to about 0.085 meV.

Other corrections are modest here. Incomplete acceptor ionization, estimated at 88.5 % ionized in the neutral region, would lengthen $\lambda_p$ by about 6 % if the ionized fraction were fixed. That fraction rises as the holes leave, so the real effect is smaller. The edge $a$ must then be measured from the actual neutral hole density, since $0.885N_A$ already lies below $N_Ae^{-\delta}$. A uniform gap narrowing of 30 meV changes the solved drop by 0.14 %. At 350 K, with mobilities and lifetimes held fixed, the formula gives 0.43 meV. The numerical output lists the remaining estimates.

## Numbers as computed

```
T = 300 K, kT = 25.852 meV, ni = 1.0e+10 cm^-3
NA = 2.0e+17, ND = 5.0e+17 cm^-3, rel. permittivity 11.7
mobility n, p = 500, 200 cm2/Vs; lifetime 10 ns
silicon on each side = 2.0 um; delta = 0.05
built-in voltage = 0.893 V
diffusion constant n, p = 12.93, 5.17 cm2/s
diffusion length n, p = 3.595, 2.274 um
Debye length p side, n side = 9.14, 5.78 nm
edge integral I = 2.6251, its upper bound = 2.7057
Forward bias: width, current, drops (solved / formula / bound)
V = 0.2 V: W = 114.6 nm, J = 2.254e-06 A/cm2
  electron drop 0.3517 / 0.3504 / 0.3770 meV
  hole drop 0.2472 / 0.2459 / 0.2877 meV
V = 0.4 V: W = 101.6 nm, J = 1.694e-04 A/cm2
  electron drop 0.3504 / 0.3492 / 0.3727 meV
  hole drop 0.2470 / 0.2457 / 0.2803 meV
V = 0.6 V: W = 85.2 nm, J = 9.122e-02 A/cm2
  electron drop 0.3486 / 0.3474 / 0.3678 meV
  hole drop 0.2468 / 0.2454 / 0.2722 meV
V = 0.7 V: W = 73.8 nm, J = 3.988e+00 A/cm2
  electron drop 0.3439 / 0.3462 / 0.3647 meV
  hole drop 0.2478 / 0.2451 / 0.2675 meV
Details at 0.6 V
reach n, p = 1.774, 1.592 um
s for electrons = 0.01353
electron density at p edge = 6.223e+12 cm^-3
current integral, level difference = 0.3504, 0.3504 meV
share of electron drop on p side = 99.99 %
peak electron drift / net electron current = 8.24e+06
sum of majority drops in neutral regions = 1.25e-03 meV
Recombination at 0.2 V
electron current at n edge / at p edge = 169.2
recombination part of drop = 0.00111 meV
its bound = 0.01314 meV
bound with largest current outside integral = 59.76 meV
Outside the moderate forward range
-1 V electron drop solved, formula = -0.8892, -0.8891 eV
-1 V hole drop solved, formula = -0.8798, -0.8797 eV
0.8 V: J = 171.1 A/cm2, n/NA at p edge = 0.0662
0.8 V junction drops n, p = 0.249, 0.246 meV
0.8 V sum of neutral-region drops = 1.919 meV
Neglected effects (rough silicon parameters)
velocity saturation 1e+07 cm/s: adds up to 0.179 meV
degeneracy, Nc = 2.8e+19 cm^-3: level shift 0.163 meV
acceptors 45 meV deep, Nv = 3.1e+19: ionized 88.5 %
gap narrowing 30 meV: drop changes -0.14 %
Auger 3e-31 cm6/s: lifetime 13.3 us
350 K, same mobility and lifetime: electron drop 0.432 meV
peak field at 0.6 V, -1 V = 0.103, 0.285 MV/cm
```
